**Numerical test of soft-photon emission by a deflected charge**

The program tests the soft spectrum \(dN/d\omega=A_0/\omega\), with \(A_0=(2\alpha/3\pi)(|\delta\mathbf v|/c)^2\), where \(\delta\mathbf v\) is the change of velocity, \(\omega\) the photon frequency and \(\alpha\) the fine-structure constant. It solves the Schrödinger equation for three driven modes and asserts that their combined photon counts follow one Poisson law; mean and variance both come out as 2.47985. An explicit sum over box modes and polarizations is asserted to agree with the logarithmic law within 0.5%. Further assertions cover the field commutator with the quadratic term included, the independence of the soft limit from the pulse shape on a curved velocity path, and the equality of spectral and Larmor energies. A direct time integral tests the amplitude with retardation, and an angular integral tests that the correction to the photon number scales as \((v/c)^2\). For an electron at \(0.1c\) turned through \(90^\circ\), with a pulse length of 2 Å, the output shows a mean radiated energy of \(2.71\times10^{-3}\) eV. The photon number grows by \(7.13\times10^{-5}\) for each decade by which the lowest counted frequency is reduced.

## Numerical verification

```python
# Result under test: a charge whose velocity changes by dv within a time tau
# emits Poisson-distributed photons with soft spectrum
#     dN/dw = A0 / w,   A0 = (2 alpha / 3 pi) (dv/c)^2,   w*tau << 1,
# so the photon number diverges logarithmically at low w, while the radiated
# energy is finite for tau > 0 and grows as 1/tau for ever shorter pulses.
# Symbols: w photon frequency, g mode coupling, v1 and v2 velocities before
# and after, lam lowest counted frequency. Atomic units, c = 1/alpha.
# The acceleration pulse is Gaussian with standard deviation tau.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp, cumulative_trapezoid
from scipy.linalg import eigh
from scipy.special import erf, exp1
from scipy.stats import poisson

alpha = sc.fine_structure
c = 1 / alpha
hartree = sc.physical_constants['Hartree energy in eV'][0]
bohr = sc.physical_constants['Bohr radius'][0] * 1e10


def ladder(dim):
    return np.diag(np.sqrt(np.arange(1.0, dim)), 1)


# --- Commutator of a with the full Hamiltonian, A^2 term included
dim, w, g, p, q = 30, 0.8, 0.37, 0.6, -1.0
a = ladder(dim)
vel = p * np.eye(dim) - q * g * (a + a.T)
ham = vel @ vel / 2 + w * a.T @ a
lhs = a @ ham - ham @ a
rhs = w * a - q * g * vel
assert np.allclose(lhs[:25, :25], rhs[:25, :25], atol=1e-11)


# --- Schroedinger dynamics of single modes, counts in the final dressed basis
def populations(w, g, v1, v2, tau, dim=40):
    a = ladder(dim)
    number, x = a.T @ a, a + a.T

    def hamiltonian(v):
        return w * number - g * v * x

    def rhs(t, psi):
        v = v1 + (v2 - v1) * 0.5 * (1 + erf(t / (np.sqrt(2) * tau)))
        return -1j * (hamiltonian(v) @ psi)

    start = eigh(hamiltonian(v1))[1][:, 0].astype(complex)
    sol = solve_ivp(rhs, (-8 * tau, 8 * tau), start, method='DOP853',
                    rtol=1e-10, atol=1e-12)
    final_basis = eigh(hamiltonian(v2))[1]
    return np.abs(final_basis.T @ sol.y[:, -1])**2


tau_test, v1t, v2t = 0.4, 0.5, -1.0
counts, mean_formula = np.array([1.0]), 0.0
for w in (1.0, 1.5, 2.2):
    g = 1 / np.sqrt(w)
    pop = populations(w, g, v1t, v2t, tau_test)
    mean = (g * (v2t - v1t) / w)**2 * np.exp(-(w * tau_test)**2)
    assert np.max(np.abs(pop[:15] - poisson.pmf(np.arange(15), mean))) < 1e-6
    counts = np.convolve(counts, pop)
    mean_formula += mean
n = np.arange(len(counts))
mean_dyn = np.sum(n * counts)
var_dyn = np.sum(n**2 * counts) - mean_dyn**2
pois = poisson.pmf(n, mean_formula)
assert np.max(np.abs(counts[:15] - pois[:15])) < 1e-6
assert abs(mean_dyn - mean_formula) < 1e-4
assert abs(var_dyn - mean_formula) < 1e-3

# --- Worked example parameters
beta = 0.1
length_A = 2.0
v = beta * c
tau = length_A / bohr / v
v1 = np.array([v, 0.0, 0.0])
v2 = np.array([0.0, v, 0.0])
dv = np.linalg.norm(v2 - v1)
A0 = 2 * alpha / (3 * np.pi) * (dv / c)**2
kinetic = v**2 / 2

# --- Explicit sum over box modes and both polarizations, sharp pulse
m = np.arange(-40, 41)
grid = np.array(np.meshgrid(m, m, m, indexing='ij')).reshape(3, -1).T
radius = np.linalg.norm(grid, axis=1)
keep = (radius > 10) & (radius < 40)
grid, radius = grid[keep], radius[keep]
unit = grid / radius[:, None]
helper = np.where(np.abs(unit[:, 2:3]) < 0.9, [[0., 0., 1.]], [[1., 0., 0.]])
e1 = np.cross(unit, helper)
e1 /= np.linalg.norm(e1, axis=1)[:, None]
e2 = np.cross(unit, e1)
box = 1.0e5
w_modes = c * 2 * np.pi * radius / box
pol = (e1 @ (v2 - v1))**2 + (e2 @ (v2 - v1))**2
N_box = np.sum(2 * np.pi / (box**3 * w_modes**3) * pol)
N_log = A0 * np.log(4)
assert abs(N_box / N_log - 1) < 5e-3   # lattice edges limit the accuracy

# --- Curved path at constant speed: shape independence and Parseval
t = np.linspace(-9, 9, 1801)            # time in units of tau
dt = t[1] - t[0]
angle = np.pi / 4 * (1 + erf(t / np.sqrt(2)))
rate = np.pi / 2 * np.exp(-t**2 / 2) / np.sqrt(2 * np.pi)
acc = np.array([-np.sin(angle) * rate, np.cos(angle) * rate])


def spectrum(freqs):
    phase = np.exp(1j * np.outer(freqs, t))
    return np.sum(np.abs(phase @ acc.T * dt)**2, axis=1)


soft = spectrum(np.array([0.05, 0.1])) / 2     # |dv|^2 = 2 for unit speed
dev = 1 - soft
assert abs(dev[0]) < 5e-3 and abs(dev[1] / dev[0] - 4) < 0.1
fr = np.linspace(0, 15, 1501)
sp = spectrum(fr)
parseval_w = (np.sum(sp) - sp[0] / 2 - sp[-1] / 2) * (fr[1] - fr[0])
parseval_t = np.pi * np.sum(acc**2) * dt
assert abs(parseval_w / parseval_t - 1) < 1e-5


# --- Energy: spectrum, time-domain Larmor integral, closed form
def larmor(tau):
    def power(s):                       # s = time / tau
        accel = dv * np.exp(-s * s / 2) / (np.sqrt(2 * np.pi) * tau)
        return 2 / (3 * c**3) * accel**2 * tau
    return quad(power, -10, 10)[0]


def energy_between(lo, hi):
    return quad(lambda y: A0 / tau * np.exp(-y * y), lo * tau, hi * tau)[0]


E_closed = dv**2 / (3 * np.sqrt(np.pi) * c**3 * tau)
E_spec = energy_between(0, 10 / tau)
E_larmor = larmor(tau)
E_short = larmor(tau / 10)
assert abs(E_spec / E_closed - 1) < 1e-8
assert abs(E_larmor / E_closed - 1) < 1e-8
assert abs(E_short / E_larmor - 10) < 1e-6
ev = 1 / hartree
E_soft = energy_between(0, ev)
assert abs(E_soft / (A0 * ev) - 1) < 1e-3


# --- Photon number above lam
def number_between(lo, hi):
    return quad(lambda y: A0 * np.exp(-(np.exp(y) * tau)**2),
                np.log(lo), np.log(hi), limit=300, epsabs=1e-13)[0]


lams = [1.0, 1e-3, 1e-6]
numbers = []
for lam in lams:
    N = number_between(lam * ev, 8 / tau)
    assert abs(N / (A0 / 2 * exp1((lam * ev * tau)**2)) - 1) < 1e-6
    approx = A0 * (-np.log(lam * ev * tau) - np.euler_gamma / 2)
    assert abs(N / approx - 1) < 1e-3
    numbers.append(N)
decade = number_between(1e-6 * ev, 1e-5 * ev)
assert abs(decade / (A0 * np.log(10)) - 1) < 1e-6
log_lam_one = (np.log(hartree / tau) - np.euler_gamma / 2
               - 1 / A0) / np.log(10)

# --- Retarded amplitude from the damped time integral (units c = w = 1)
s = np.arange(-2000, 2000, 0.002)
turn = np.pi / 4 * (1 + erf(s / (np.sqrt(2) * 0.01)))
vx, vy = 0.3 * np.cos(turn), 0.3 * np.sin(turn)
direction = np.array([2, 1, 2]) / 3
eps = np.array([2, -2, -1]) / 3
path = cumulative_trapezoid(direction[0] * vx + direction[1] * vy,
                            dx=0.002, initial=0)
integrand = (eps[0] * vx + eps[1] * vy) * np.exp(
    1j * (s - path) - 0.01 * np.abs(s))
amp_direct = abs(np.sum(integrand) * 0.002)
u1, u2 = np.array([0.3, 0, 0]), np.array([0, 0.3, 0])
amp_formula = abs(eps @ u2 / (1 - direction @ u2)
                  - eps @ u1 / (1 - direction @ u1))
amp_dipole = abs(eps @ (u2 - u1))
# finite damping and finite pulse length shift the integral at the 1% level
assert abs(amp_direct / amp_formula - 1) < 0.02
assert abs(amp_direct / amp_dipole - 1) > 0.1


# --- Angular integral of the retarded factor relative to the dipole result
def retardation_ratio(b):
    x, wx = np.polynomial.legendre.leggauss(40)
    phi = np.arange(80) * 2 * np.pi / 80
    X, P = np.meshgrid(x, phi, indexing='ij')
    S = np.sqrt(1 - X**2)
    nn = np.stack([S * np.cos(P), S * np.sin(P), X], axis=-1)
    b1, b2 = np.array([b, 0, 0]), np.array([0, b, 0])
    vec = (b2 / (1 - nn @ b2)[..., None] - b1 / (1 - nn @ b1)[..., None])
    trans = np.sum(vec**2, axis=-1) - np.sum(vec * nn, axis=-1)**2
    total = np.sum(trans * wx[:, None]) * 2 * np.pi / 80
    return total / (8 * np.pi / 3 * 2 * b * b)


ratio = retardation_ratio(beta)
ratio_half = retardation_ratio(beta / 2)
assert abs((ratio - 1) / (ratio_half - 1) - 4) < 0.2

# --- Output
print(f"Fock test, three modes: Poisson mean = {mean_formula:.5f}")
print(f"Fock test: mean from dynamics = {mean_dyn:.5f}")
print(f"Fock test: variance from dynamics = {var_dyn:.5f}")
for k in range(4):
    print(f"  P({k}): dynamics {counts[k]:.6f}, Poisson {pois[k]:.6f}")
print(f"speed v/c = {beta:.2f}, deflection = 90 degrees")
print(f"velocity change |dv|/c = {dv / c:.5f}")
print(f"pulse length v*tau = {length_A:.2f} angstrom")
print(f"kinetic energy m v^2/2 = {kinetic * hartree:.1f} eV")
print(f"pulse frequency hbar/tau = {hartree / tau:.2f} eV")
print(f"fine-structure constant alpha = {alpha:.8f}")
print(f"soft coefficient A0 = {A0:.5e}")
print(f"dN/d(hbar w) at 1 eV = {A0 * np.exp(-(ev * tau)**2):.5e} per eV")
print(f"box-mode sum, w ratio 4: N = {N_box:.5e}")
print(f"A0 ln 4 = {N_log:.5e}")
print(f"photons per decade A0 ln 10 = {decade:.5e}")
for lam, N in zip(lams, numbers):
    print(f"mean number above {lam:.0e} eV = {N:.5e}")
print(f"P(no photon above 1e-06 eV) = {np.exp(-numbers[-1]):.7f}")
print(f"log10(lam/eV) where mean number is 1 = {log_lam_one:.0f}")
print(f"mean radiated energy = {E_spec * hartree:.5e} eV")
print(f"mean radiated energy = {E_spec:.5e} hartree")
print(f"Larmor time integral = {E_larmor * hartree:.5e} eV")
print(f"energy in photons below 1 eV = {E_soft * hartree:.5e} eV")
print(f"radiated energy for tau/10 = {E_short * hartree:.5e} eV")
print(f"curved path: |a(w)|^2/|dv|^2 at w tau=0.05: {soft[0]:.6f}")
print(f"curved path: |a(w)|^2/|dv|^2 at w tau=0.10: {soft[1]:.6f}")
print(f"retarded/dipole soft number at v/c=0.10: {ratio:.5f}")
print(f"retarded/dipole soft number at v/c=0.05: {ratio_half:.5f}")
print(f"amplitude test v/c=0.3: time integral {amp_direct:.4f}")
print(f"amplitude test: retarded formula {amp_formula:.4f}")
print(f"amplitude test: dipole formula {amp_dipole:.4f}")
print("PASS")
```

Running it gives:

```
Fock test, three modes: Poisson mean = 2.47985
Fock test: mean from dynamics = 2.47985
Fock test: variance from dynamics = 2.47985
  P(0): dynamics 0.083756, Poisson 0.083756
  P(1): dynamics 0.207702, Poisson 0.207702
  P(2): dynamics 0.257535, Poisson 0.257535
  P(3): dynamics 0.212882, Poisson 0.212882
speed v/c = 0.10, deflection = 90 degrees
velocity change |dv|/c = 0.14142
pulse length v*tau = 2.00 angstrom
kinetic energy m v^2/2 = 2555.0 eV
pulse frequency hbar/tau = 98.66 eV
fine-structure constant alpha = 0.00729735
soft coefficient A0 = 3.09709e-05
dN/d(hbar w) at 1 eV = 3.09677e-05 per eV
box-mode sum, w ratio 4: N = 4.29723e-05
A0 ln 4 = 4.29348e-05
photons per decade A0 ln 10 = 7.13132e-05
mean number above 1e+00 eV = 1.33273e-04
mean number above 1e-03 eV = 3.47211e-04
mean number above 1e-06 eV = 5.61150e-04
P(no photon above 1e-06 eV) = 0.9994390
log10(lam/eV) where mean number is 1 = -14021
mean radiated energy = 2.70804e-03 eV
mean radiated energy = 9.95188e-05 hartree
Larmor time integral = 2.70804e-03 eV
energy in photons below 1 eV = 3.09699e-05 eV
radiated energy for tau/10 = 2.70804e-02 eV
curved path: |a(w)|^2/|dv|^2 at w tau=0.05: 0.998330
curved path: |a(w)|^2/|dv|^2 at w tau=0.10: 0.993337
retarded/dipole soft number at v/c=0.10: 1.00705
retarded/dipole soft number at v/c=0.05: 1.00175
amplitude test v/c=0.3: time integral 0.4721
amplitude test: retarded formula 0.4722
amplitude test: dipole formula 0.4000
PASS
```
